# Heat conduction through a solid with a hierarchy of spherical pores

**Q.** You want to predict the conductivity of a porous solid by adding pores a few at a time, treating what is already there as a uniform medium. I doubt that this is well defined. What exactly is being added, and to what?

**A.** Start with a dense solid of conductivity $k_s$. Introduce spherical pores in lots. Each lot is dilute, its pores are placed at random, and they are much larger than all pores of earlier lots. A new pore therefore samples many old ones, and its surroundings act as a uniform medium of the current conductivity $k$.

Heat obeys Fourier's law, $\mathbf q=-k\nabla T$, with no heat sources and a steady temperature. The pores are perfect insulators for now. Let $p$ be the total porosity, $S=1-p$ the solid fraction, and $d$ the fraction of the current composite's volume that a new lot replaces. I keep $d$ and the change in $p$ apart, because they differ.

**Q.** Begin with one pore, then. Why should it do more than remove its own volume from the conducting path?

**A.** Because heat must also flow around it. Put a pore of radius $a$ at the origin of a medium whose distant temperature is $Gz=Gr\cos\theta$. Try

$$T=\left(Gr+\frac{B}{r^2}\right)\cos\theta .$$

Both terms satisfy Laplace's equation, and the second vanishes far away. No heat crosses the wall, so

$$\left.\frac{\partial T}{\partial r}\right|_{a}=\left(G-\frac{2B}{a^3}\right)\cos\theta=0,\qquad B=\frac{Ga^3}{2}.$$

All conditions are met, and the solution of this boundary-value problem is unique up to a constant, so the trial form is the solution. On the wall

$$T(a,\theta)=\left(Ga+\frac{Ga}{2}\right)\cos\theta=\frac32\,Gz .$$

The wall temperature varies one and a half times as steeply as the applied temperature.

**Q.** That is a temperature. How does it become a conductivity?

**A.** Through the mean flux. Take a sample of volume $V$ with $T=Gz$ on its outer surface. In the conducting region, the divergence theorem gives

$$\int_{\rm cond}\nabla T\,dV=\oint_{\rm outer}T\mathbf n\,dS-\sum_{\rm pores}\oint T\mathbf n\,dS .$$

In the last term $\mathbf n$ points out of the pore. The outward normal of the conducting region points into the pore, hence the minus sign.

For any closed surface enclosing a volume $v$, $\oint z\,\mathbf n\,dS=v\,\hat{\mathbf z}$. The outer integral is therefore $GV\hat{\mathbf z}$, and each pore of volume $v$ contributes $\frac32Gv\hat{\mathbf z}$. A pore away from the origin has an extra constant in its wall temperature, which drops out because $\oint\mathbf n\,dS=0$. The pores carry no flux, so averaging over the whole sample gives

$$\bar q_z=-\frac{k}{V}\left(GV-\frac32G\,Vd\right)=-k\left(1-\frac32d\right)G .$$

The new conductivity is the factor multiplying $-G$:

$$k_{\rm new}=k\left(1-\frac32d\right)+O(d^2).$$

The correction is of second order because the other new pores change the gradient at a given pore by a relative amount of order $d$. Of the slope $3/2$, one unit is the missing volume and one half is the detour of the heat around it.

A numerical solution of the radial equation, with the pore in a finite shell and $d=0.001$, gives a slope of 1.49925. The small deficit from 1.5 is the finite-$d$ correction, which the shell formula below contains.

**Q.** Here is my main objection. You multiply the current $k$. Why not subtract $\frac32k_sd$ every time? The pore is the same kind of hole whenever it is made.

**A.** The hole is the same, but the heat it obstructs is not. In the calculation above, $k$ is the conductivity of the surrounding medium, and the flux driven by a given $G$ is proportional to it. If old pores have already reduced that flux, a new one has less to obstruct.

This can be tested by resolving both scales in one conduction calculation. A fine lattice of small pores, occupying 0.125 of the volume, leaves $k/k_s=0.7771$. A large spherical pore, repeated on a cubic lattice and occupying 0.3217, leaves 0.5758 when it is alone. With both structures resolved together:

- direct calculation: $k/k_s=0.4470$;
- product of the separate factors: $0.7771\times0.5758=0.4475$;
- subtraction of both reductions from one: $0.7771+0.5758-1=0.3529$.

The product agrees with the direct result to about 0.1% of that result; the subtraction is about 21% too low. The small pores were cubes, which is adequate here because the test concerns separation of scales, not the slope for a sphere. They were only two grid cells wide, so the separate values are not converged to the digits shown: refining the grid raises the small-pore factor from 0.777 to 0.81, or by about 4%. The stepped surface of the large pore matters less: a smooth sphere gives 0.580 instead of 0.576. With these refined factors the subtraction lies about 17% below the product. This is one grid and one ratio of pore sizes. It clearly favours the product over the subtraction, but it does not establish how small the product's error is in general.

**Q.** I accept the factor. But then $d$ is just the increase in porosity, is it not?

**A.** No. The volume replaced by a new pore was already partly empty. At fixed total volume, a lot that replaces a fraction $d$ of the composite removes the same fraction of the solid:

$$S_{\rm new}=S(1-d),\qquad dS=-S\,d .$$

Since $dS=-dp$,

$$dp=(1-p)\,d,\qquad d=\frac{dp}{1-p}.$$

The two-scale structure shows the same accounting: $0.125+0.875\times0.3217$ gives 0.406, and a direct count of its pore volume agrees to within 0.001.

**Q.** Suppose I ignore that distinction. What goes wrong?

**A.** Setting $d=dp$ gives $dk/k=-\frac32dp$ and hence $k=k_s e^{-3p/2}$. This leaves a finite conductivity at $p=1$, where there is no solid. With the correct relation,

$$dk=-\frac32k\,d=-\frac32\,k\,\frac{dp}{1-p},\qquad \frac{dk}{k}=\frac32\frac{dS}{S}.$$

Integrate from the dense solid, where $S=1$ and $k=k_s$:

$$\ln\frac{k}{k_s}=\frac32\ln S,\qquad \boxed{k=k_s(1-p)^{3/2}} .$$

At $S=0.5$ this gives $k/k_s=0.354$, whereas the faulty accounting gives 0.472.

**Q.** Does it behave sensibly at both ends?

**A.** For small $p$,

$$\frac{k}{k_s}=1-\frac32p+\frac38p^2+\dots,$$

so the single-pore slope is recovered. As $p\to1$ the conductivity vanishes. It does not vanish earlier, because $(1-p)^{3/2}$ is positive for every $p<1$. A real structure whose solid breaks into separate pieces at finite $S$ lies outside this construction.

**Q.** Must the small pores really be made first? A manufacturer will not follow your order.

**A.** The final arrangement of sizes matters, not the history. Suppose small pores are made last, in the solid between large ones, and replace a fraction $d$ of that solid. They change its conductivity to $k_s(1-\frac32d)$. With insulating pores, the overall conductivity is proportional to that of the solid, so it acquires the same factor, while $S$ again becomes $S(1-d)$. What is needed is that the sizes be well separated and that each size replace only a small fraction of the composite.

**Q.** No real lot is infinitesimal. How quickly does a finite number of lots approach your law?

**A.** This needs a model for a finite lot. Surround a pore of radius $a$ by a shell of the current medium with outer radius $R$, so that $d=a^3/R^3$. Impose $T=Gz$ at $R$, and write $T=(Ar+B/r^2)\cos\theta$. The insulated wall gives $B=Aa^3/2$, and the outer condition gives

$$A+\frac{B}{R^3}=A\left(1+\frac d2\right)=G .$$

The radial gradient at $R$ is

$$\left(A-\frac{2B}{R^3}\right)\cos\theta=A(1-d)\cos\theta=\frac{1-d}{1+d/2}\,G\cos\theta .$$

A uniform sphere of conductivity $k'$ would pass the same heat at the same surface temperature if

$$\frac{k'}{k}=\frac{1-d}{1+d/2}.$$

Such coated spheres can replace parts of a medium of conductivity $k'$ without disturbing the field outside them. If they fill all space, the composite has conductivity $k'$. This is the Maxwell value.

Now use $N$ equal lots with $S$ held fixed, so that $(1-d)^N=S$. For small $d$,

$$\ln\frac{1-d}{1+d/2}=-\frac32d-\frac38d^2+\dots,\qquad \frac32\ln(1-d)=-\frac32d-\frac34d^2+\dots .$$

Each lot therefore exceeds the three-halves law by $\frac38d^2$ in the logarithm. With $d\approx-\ln S/N$, the sum over $N$ lots is

$$\ln\frac{k_N}{k_sS^{3/2}}\approx\frac{3(\ln S)^2}{8N}.$$

At $S=0.5$, numerical shell solutions give 0.4000 for one lot, 0.3574 for 16 and 0.3538 for 256, against a limit of 0.3536. For 256 lots the formula predicts a relative excess of $0.18/256=0.0007$, which matches the numbers.

**Q.** So the law is not a universal function of porosity.

**A.** It is not. One lot and many lots have the same $p$ but different $k$. The exponent belongs to a wide hierarchy of spherical pores. At small porosity the distinction is slight, because the two expressions first differ at order $p^2$.

**Q.** Give me a case in which an engineer would care.

**A.** Take a thermal-barrier coating in the regime of stabilized zirconia. The inputs are rough typical values: $k_s=2.0$ W/(m K), $p=0.15$, thickness $L=250$ µm, heat flux $q=1$ MW/m² and temperature 1200 K. Pore diameters run from 0.3 to 10 µm. The conductivity is

$$k=2.0\times0.85^{3/2}=2.0\times0.7837=1.57\ \text{W/(m K)} .$$

At fixed flux and thickness, the temperature drop is

$$\Delta T=\frac{qL}{k}=\frac{10^6\times250\times10^{-6}}{1.567}\ \text{K}\approx160\ \text{K},$$

compared with 125 K for a dense layer. A porosity of 15% thus adds about 35 K of protection in this model.

**Q.** Is Fourier's law safe near a pore only 0.3 µm across?

**A.** The kinetic estimate of the phonon mean free path is $3k_s/(Cv)$. With a rough heat capacity $C=3$ MJ/(m³ K) and sound speed $v=4$ km/s, it is

$$\frac{3\times2.0}{3\times10^6\times4\times10^3}\ \text{m}=0.5\ \text{nm}.$$

That is 0.3% of the smallest pore's radius, so diffusion is a reasonable description on this estimate. A single mean free path does not exclude a minority of phonons with much longer ones. At the other end, the largest pore spans 4% of the coating thickness, so treating the layer as uniform is also reasonable.

**Q.** The pores contain hot gas. Why call them insulators?

**A.** Let us give them a conductivity $k_p$ and see. Inside, write $T=Cr\cos\theta$, where $C$ is now a temperature gradient; outside, keep $T=(Gr+B/r^2)\cos\theta$. Continuity of temperature and of heat flux at $r=a$ requires

$$C=G+\frac{B}{a^3},\qquad k_pC=k\left(G-\frac{2B}{a^3}\right).$$

Substitute $B/a^3=C-G$ into the second condition:

$$k_pC=k(3G-2C),\qquad C=\frac{3k}{k_p+2k}\,G .$$

The mean gradient is $G$, and the pores differ from the medium by $k_p-k$. The mean flux is therefore $-kG-(k_p-k)Cd$, and

$$\frac{dk}{dp}=\frac{1}{1-p}\,\frac{3k(k_p-k)}{k_p+2k}.$$

For $k_p=0$ this returns the earlier equation. To integrate, use $dp/(1-p)=-dS/S$ and split the fraction:

$$\frac{k_p+2k}{3k(k_p-k)}=\frac1{3k}+\frac1{k_p-k}.$$

Integration from $(S,k)=(1,k_s)$ gives

$$\frac13\ln\frac{k}{k_s}-\ln\frac{k_p-k}{k_p-k_s}=-\ln S,$$

$$S=\frac{k_p-k}{k_p-k_s}\left(\frac{k_s}{k}\right)^{1/3}.$$

**Q.** And radiation across the pore?

**A.** For black walls it fits the same formula. Two wall points a distance $D$ apart see each other at an angle whose cosine is $D/(2a)$ at both ends. The exchange per unit area is then

$$\frac{(D/2a)^2}{\pi D^2}=\frac1{4\pi a^2},$$

the same for every pair. Every point thus receives the average emission of the wall. If the wall temperature varies as $gz$ about its mean, a point at angle $\theta$ sends a net $4\sigma T^3ga\cos\theta$ into the cavity, where $\sigma$ is the Stefan–Boltzmann constant. A conducting sphere with gradient $g$ would take in $k_pg\cos\theta$. Hence radiation contributes $4\sigma T^3a$ to $k_p$.

For the largest pore this is 0.002 W/(m K), small beside a rough gas value of 0.08 W/(m K). Zirconia walls are partly transparent rather than black, so this is only an estimate of size, but the term is too small to matter here. Giving every pore the sum, 0.082 W/(m K), raises the coating conductivity to 1.59 W/(m K), or by 1.7%. This is a high estimate: at ordinary pressure the mean free path of the hot gas is comparable to the smallest pores, where the gas conducts less than in bulk, and smaller pores also carry less radiation. At an engine pressure of 20 atm the mean free path is only about 0.02 µm, and pores open to the gas then conduct at nearly the bulk value.

**Q.** Hot zirconia also transmits radiation through the solid. Have you counted that?

**A.** Not yet. Let $\ell$ be the extinction length, $n$ the refractive index and $I_0=n^2\sigma T^4/\pi$ the equilibrium intensity. If temperature changes little over $\ell$, radiation travelling at direction cosine $\mu$ carries the intensity of a point a distance $\ell$ upstream, on average:

$$I(\mu)=I_0-\mu\ell\frac{dI_0}{dz}.$$

The first term carries no net flux. The second gives

$$q_{\rm rad}=2\pi\int_{-1}^{1}\mu I\,d\mu=-\frac{4\pi\ell}{3}\frac{dI_0}{dz}=-\frac{16n^2\sigma T^3\ell}{3}\frac{dT}{dz}.$$

With rough values $n=2.1$ and $\ell=30$ µm, the radiative conductivity is 0.069 W/(m K), or 4.4% of the coating's $k$. The layer is about eight extinction lengths thick, so this diffusion formula is only an estimate, and a high one. It assumes that extinction is absorption followed by local emission. Solving the transport equation across this layer gives a mean of 0.063 W/(m K) for pure absorption between black surfaces. If extinction is almost all scattering, as pores tend to make it, and the two surfaces have assumed emissivities of 0.2 and 0.5, the value falls to about 0.036 W/(m K) throughout the layer, not only near its surfaces. Adding the diffusion value 0.069 W/(m K) to the gas-filled result gives 1.66 W/(m K) and lowers the temperature drop from about 160 to 150 K. If the pores reduce this radiation as they reduce conduction, the result is 1.65 W/(m K) instead.

**Q.** Sprayed coatings have flat pores and cracks. Does your sphere survive that?

**A.** The slope does not. Consider a spheroidal pore with its symmetry axis along the heat flow and an axial-to-equatorial ratio $c$. I use a standard property of ellipsoids: surface sources of strength $Pn_z$ produce a uniform gradient $NP$ inside, where $N$ is the depolarization factor. Crossing the surface outward, the normal derivative changes by $-Pn_z$. The insulated wall then requires

$$Gn_z+NPn_z-Pn_z=0,\qquad P=\frac{G}{1-N}.$$

The wall temperature has gradient $G+NP=G/(1-N)$. This factor replaces $3/2$ in the mean-flux calculation, so the dilute slope is $1/(1-N)$, with

$$N=\frac12\int_0^\infty\frac{dt}{(1+t)^{3/2}(1+c^2t)} .$$

For a sphere, $c=1$ gives $N=1/3$ and slope $3/2$. For $c=0.5$, $N=0.527$ and the slope is 2.12; a resolved field calculation at small porosity gives 2.14. The finite pore fraction, 0.033, lowers that number by about 2% and the stepped pore surface raises it by about 3%, so the two partly cancel and it supports the formula only to that accuracy.

**Q.** Then simply replace the exponent $3/2$ by 2.12.

**A.** That is a useful estimate, but not the full differential result. Aligned flat pores make the composite anisotropic, with lower conductivity along $z$ than across it. Rescaling the coordinates to make that medium isotropic stretches $z$ relative to the other directions. Later pores then act as if $c$ were larger, and the integral shows that $N$ falls. The exponent therefore decreases as pores are added.

Keeping it at its initial value gives 1.42 W/(m K), which is 9.5% below the spherical result. The neglected change enters at second order in $p$ and moves the value upward: updating $N$ as the pores are added gives 1.43 W/(m K). Both values are for empty pores.

**Q.** So where does the model stand beside a real coating?

**A.** The chosen thickness, porosity and solid conductivity $k_s$ are plausible for a zirconia coating, but spherical pores are the assumption that sprayed material breaks most plainly. Even the modest flattening above lowers $k$ by about 9% if the pores are empty, or about 8% if they hold the gas considered earlier. Flatter pores across the heat flow have a much larger dilute slope: at $c=0.1$ the formula above gives 7.2 for empty pores, and the same gas reduces this to about 5.5, because heat crosses a thin gap more easily. For such pores the spherical law can greatly overestimate $k$. The number of lots matters less here: in the coated-sphere model, the one-lot value is 1.58 W/(m K), 0.9% above the law.

Time at temperature can matter as much as the modest flattening above. If sintering reduced the porosity from 0.15 to an assumed 0.10, with $k_s$ and pore shape fixed, the law would give $2.0\times0.90^{3/2}=1.71$ W/(m K), a rise of 9%. A change of shape can matter far more: at $p=0.15$, gas-filled aligned pores with $c=0.1$ give about 0.96 W/(m K) when $N$ is updated as above, against 1.59 W/(m K) for spheres, so sintering that closes or rounds flat pores is not measured by this 9%. For this example, then, the three-halves law is a reasonable first estimate if the pores are nearly round. If they are flat or the porosity is changing, those facts must be measured as well. Even for round, stable pores, the second digit of $k$ requires a measured $k_s$, to which the law is proportional, and an account of pore gas and radiation, which together moved the estimate here from 1.57 to 1.66 W/(m K).

## Computed values

```
Dilute slope at d = 0.001: 1.49925 (no unit)
Wall-temperature factor, same d: 1.49925 (no unit)
Three-halves law, S = 0.50: k/k_s = 0.35355
Numerical shell, 1 lots, same S: k/k_s = 0.40000
Numerical shell, 4 lots, same S: k/k_s = 0.36813
Numerical shell, 16 lots, same S: k/k_s = 0.35744
Numerical shell, 64 lots, same S: k/k_s = 0.35454
Numerical shell, 256 lots, same S: k/k_s = 0.35380
Wrong bookkeeping, same S: k/k_s = 0.47237
Two-scale test, small pores alone: k/k_s = 0.7771
Two-scale test, large pore alone: k/k_s = 0.5758
Two-scale test, both resolved: k/k_s = 0.4470
Two-scale test, product: k/k_s = 0.4475
Two-scale test, added reductions: k/k_s = 0.3529
Small-pore fraction in this test: 0.1250
Large-pore fraction in this test: 0.3217
Total porosity counted: 0.4065
Total porosity predicted: 0.4064
Input solid conductivity: 2.00 W/(m K)
Input porosity: 0.15
Input thickness: 250 um
Input heat flux: 1.00 MW/m^2
Input temperature: 1200 K
Input smallest pore diameter: 0.3 um
Input largest pore diameter: 10.0 um
Coating conductivity: 1.5673 W/(m K)
Coating k/k_s: 0.7837
Temperature drop, porous coating: 159.5 K
Temperature drop, dense coating: 125.0 K
One-lot conductivity: 1.5814 W/(m K)
One-lot change from law: +0.90 %
Input pore-gas conductivity: 0.080 W/(m K)
Radiative conductivity of largest pore: 0.00196 W/(m K)
k with gas and pore radiation: 1.5933 W/(m K)
Change by gas and pore radiation: +1.66 %
Input refractive index: 2.1
Input extinction length: 30 um
Radiative conductivity of solid: 0.0691 W/(m K)
Same from ray integration: 0.0692 W/(m K)
Its size relative to coating k: 4.41 %
k with gas and all radiation: 1.6625 W/(m K)
Temperature drop with these: 150.4 K
Input heat capacity: 3.0 MJ/(m^3 K)
Input sound speed: 4.0 km/s
Phonon mean free path estimate: 0.50 nm
Path / smallest pore radius: 0.00333
Largest pore diameter / thickness: 0.040
Flat-pore axis ratio: 0.50
Flat-pore depolarization factor: 0.5272
Flat-pore exponent: 2.1151
Flat-pore slope from voxel field: 2.1387
Conductivity with flat pores: 1.4182 W/(m K)
Change by flattening: -9.51 %
Porosity after assumed sintering: 0.10
Conductivity after sintering: 1.7076 W/(m K)
Change by sintering: +8.95 %
```
